\section*{Attenuation Length from the Surface-Shifted Share of W(110) 4f Photoemission}

\section*{Question}

I am stuck on an exercise about core-level photoemission from clean W(110). The 4f line splits into a bulk peak and a surface peak, the latter coming from atoms in the outermost layer. At normal emission the surface-shifted fraction of the 4f intensity is 0.40. The layer spacing is 0.224 nm, and photoelectron diffraction is to be neglected. I have to find the attenuation length of the photoelectrons.

I took the surface layer as unattenuated, summed the deeper layers with exponential weights, and set surface intensity over bulk intensity equal to 0.40. That gave 0.67 nm. Is this the right use of the number? I also don't see whether I should sum over discrete layers or integrate over a continuous solid, and whether the result is the inelastic mean free path. Finally, how much does it matter that diffraction is left out?

\section*{Answer}

Your layer sum is sound, but the 0.40 has gone into the wrong ratio. A fraction of the 4f intensity is surface area divided by total area. With $S$ and $B$ the areas of the surface and bulk peaks,
\begin{equation}
f=\frac{S}{S+B}=0.40,\qquad
\frac{S}{B}=\frac{f}{1-f}=\frac{0.40}{0.60}=0.667 .
\end{equation}
You set $S/B$ to 0.40 instead of 0.667. This makes the surface look too weak, and therefore the attenuation length too long.

\subsection*{The layer model}

First, the layers. Tungsten is body-centred cubic, with lattice constant $a$. Its atoms sit at $a(x,y,z)$, where $x,y,z$ are all integers or all half-odd integers. The height of an atom along the unit normal $(1,1,0)/\sqrt2$ is
\begin{equation}
h=\frac{a(x+y)}{\sqrt2}.
\end{equation}
In both cases $x+y$ is an integer, and every integer occurs, so neighbouring planes are $d=a/\sqrt2$ apart. Your 0.224 nm thus corresponds to $a=\sqrt2\,d\approx0.32$ nm, as expected for tungsten. A lattice translation carries each plane into the next, so all planes hold the same number of atoms per area.

Now assume that the crystal is thick, that all atoms have the same 4f cross-section and receive the same light, and that electrons travel straight to a detector with a narrow acceptance. Along a path $s$ the unscattered intensity obeys
\begin{equation}
\frac{dI}{ds}=-\frac{I}{L}
\quad\Longrightarrow\quad
I(s)=I(0)\,e^{-s/L},
\end{equation}
which defines the attenuation length $L$. Number the layers $n=0,1,2,\dots$ from the top. At normal emission an electron from layer $n$ travels $nd$ further through the solid than one from the top layer, so
\begin{equation}
I_n=I_0x^n,\qquad x=e^{-d/L}.
\end{equation}
You need not decide where the solid ends above the top nuclei. Any loss there multiplies every $I_n$ by the same factor and cancels in $f$.

Let $T=S+B$ be the total. Then
\begin{align}
T&=I_0(1+x+x^2+\cdots),\\
xT&=I_0(x+x^2+x^3+\cdots).
\end{align}
The series converges because $0<x<1$. Subtracting the second line from the first leaves $(1-x)T=I_0$, so $T=I_0/(1-x)$. If the top layer alone is shifted, $S=I_0$ and
\begin{equation}
f=\frac{S}{T}=1-x=1-e^{-d/L}.
\label{eq:f}
\end{equation}
To solve for $L$, write $e^{-d/L}=1-f$ and take the logarithm:
\begin{equation}
-\frac dL=\ln(1-f)
\quad\Longrightarrow\quad
L=\frac{d}{-\ln(1-f)} .
\label{eq:L}
\end{equation}
The logarithm is negative, so $L$ is positive. Since $f$ rises steadily with $d/L$, there is one solution. With your numbers,
\begin{equation}
L=\frac{0.224\ \text{nm}}{-\ln 0.60}
=\frac{0.224\ \text{nm}}{0.5108}
=0.4385\ \text{nm}\approx0.44\ \text{nm},
\end{equation}
or 4.4 \AA.

Your value follows from the same model. The bulk area is $B=T-S=I_0x/(1-x)$, hence
\begin{equation}
\frac SB=\frac{1-x}{x}=e^{d/L}-1 .
\label{eq:ratio}
\end{equation}
Setting this to 0.40 gives $L=d/\ln1.40=0.67$ nm, which is 52\% above the correct reading. Setting it to 0.667 gives $L=d/\ln1.667=0.44$ nm again.

\subsection*{Discrete layers or a continuous solid?}

For this fraction the choice does not matter. Let a uniform emitter fill the depths $z>0$, and let its top slab of thickness $d$ be shifted. Then
\begin{equation}
f=\frac{\int_0^d e^{-z/L}\,dz}{\int_0^\infty e^{-z/L}\,dz}
=\frac{L(1-e^{-d/L})}{L}=1-e^{-d/L}.
\end{equation}
The reason is that each slab of thickness $d$ contributes $x$ times as much as the slab above it, just as the layers do.

The mean depth of origin does depend on the choice. In the layer model, layer $n$ supplies the share $(1-x)x^n$. Differentiating $\sum x^n=1/(1-x)$ and multiplying by $x$ gives $\sum nx^n=x/(1-x)^2$. The mean depth below the top nuclei is therefore
\begin{equation}
\bar z=d(1-x)\sum_{n=0}^\infty nx^n
=\frac{dx}{1-x}=d\,\frac{1-f}{f}=0.336\ \text{nm}.
\end{equation}
For the continuous emitter the mean is
\begin{equation}
\frac1L\int_0^\infty z\,e^{-z/L}\,dz=L=0.44\ \text{nm}.
\end{equation}
The continuous value is larger because each layer has been spread downwards over a slab that begins at its nuclei.

The first five layers supply shares of 0.400, 0.240, 0.144, 0.086 and 0.052. Six layers are needed to reach 95\% of the signal. Thus, although $L$ is only about two layer spacings, 60\% of the signal comes from below the top layer.

This also tells you when a crystal counts as thick. For a tungsten film of $N$ layers on another material, the sum stops at $n=N-1$. The same subtraction gives $T_N=I_0(1-x^N)/(1-x)$, and so
\begin{equation}
f_N=\frac{1-x}{1-x^N},
\end{equation}
provided that the buried interface has no shifted line of its own. This exceeds $1-x$. Using equation~\eqref{eq:L} on a very thin film would therefore make $L$ too short.

\subsection*{Limits and measurement error}

If $L\gg d$, many layers contribute and $f$ is small. Expanding the logarithm,
\begin{equation}
-\ln(1-f)=f+\frac{f^2}{2}+\cdots,
\qquad
L=\frac df\left(1-\frac f2+\cdots\right).
\end{equation}
The simple estimate $L\approx d/f$ is then good, but at $f=0.40$ the correction is not small. In the opposite limit, $f\to1$, the bulk peak disappears and $L/d\to0$.

For the effect of an error in $f$, put $\ell=\ln(1-f)$, so that $L=-d/\ell$ and $d\ell/df=-1/(1-f)$. At fixed layer spacing,
\begin{equation}
\frac{dL}{df}=\frac{d}{\ell^2}\frac{d\ell}{df}
=-\frac{d}{(1-f)\ln^2(1-f)}
=-1.43\ \text{nm}.
\end{equation}
This is the change per unit change in $f$. An error of 0.02 in the fraction thus shifts $L$ by about 0.03 nm. Solving without the linear approximation gives 0.41 nm for $f=0.42$ and 0.47 nm for $f=0.38$. Even the rounding of 0.40, from 0.395 to 0.405, allows values from 0.446 down to 0.431 nm. The second digit of 0.44 is as far as the data reach.

\subsection*{A second case: oblique emission}

At an angle $\theta$ from the normal, measured inside the solid, the extra path from layer $n$ is $nd/\cos\theta$. Replacing $d$ by $d/\cos\theta$ in equation~\eqref{eq:f} gives
\begin{equation}
f(\theta)=1-e^{-d/(L\cos\theta)}=1-(1-f)^{1/\cos\theta}.
\end{equation}
At $60^\circ$ the cosine is $1/2$, and the predicted fraction is $1-0.60^2=0.64$. Measuring at several angles would therefore test the model, with two cautions.

The first is refraction. An electron leaving with kinetic energy $E$ had energy $E+V_0$ inside, where $V_0$ is the height of the surface barrier measured from the bottom of the inner potential. Its momentum along the surface is conserved, so
\begin{equation}
\sqrt E\,\sin\theta_{\rm out}=\sqrt{E+V_0}\,\sin\theta .
\end{equation}
The outside angle is the larger one. For $\theta=60^\circ$, the condition $\sin\theta_{\rm out}\le1$ requires $\tfrac34(E+V_0)\le E$, or $E\ge3V_0$. Slower electrons cannot leave at that inside angle. At normal emission both angles vanish and the issue does not arise.

The second caution is that diffraction changes with angle too, so a departure from this curve need not mean that $L$ is wrong.

\subsection*{What neglecting diffraction costs}

An electron wave scatters from neighbouring atoms and interferes with itself. Atoms in the surface and in the bulk have different surroundings, so their intensities towards the detector change by different factors. Let the net effect multiply $S/B$ by $m$. Equation~\eqref{eq:ratio} becomes
\begin{equation}
\frac{f}{1-f}=m\left(e^{d/L}-1\right).
\end{equation}
Divide by $m$, add one and take the logarithm:
\begin{equation}
L=\frac{d}{\ln\!\left[1+\dfrac{f}{m(1-f)}\right]} .
\end{equation}
For $m=1$ the bracket is $1/(1-f)$ and equation~\eqref{eq:L} returns. With the measured $f$ held at 0.40, $m=0.8$ gives 0.37 nm and $m=1.2$ gives 0.51 nm. A 20\% change in the intensity ratio therefore moves $L$ by about 16\% of its uncorrected value. If diffraction strengthens the surface peak, $m>1$, the uncorrected formula blames too much attenuation and returns too short a length.

The 20\% is a chosen size, not a calculation for W(110). The actual $m$ depends on photon energy, emission angle and structure. Averaging over directions or energies can reduce its effect, but $L$ itself changes with energy, so data at different energies cannot simply be given one common $L$.

\subsection*{Is this the inelastic mean free path?}

Not in general. $L$ is an effective attenuation length: it describes how the detected signal falls with depth. Elastic scattering also removes electrons from the straight path and sends others into it. If $\lambda_{\rm in}$ and $\lambda_{\rm el}$ are the inelastic and elastic mean free paths, the total one obeys
\begin{equation}
\frac1{\lambda_{\rm t}}=\frac1{\lambda_{\rm in}}+\frac1{\lambda_{\rm el}},
\qquad
w=\frac{\lambda_{\rm t}}{\lambda_{\rm el}},
\qquad
\lambda_{\rm t}=(1-w)\lambda_{\rm in}.
\end{equation}
Here $w$ is the probability that a collision is elastic.

A simple estimate takes both the photoemission and the elastic scattering as isotropic and ignores interference. By reciprocity, the chance of escape along the normal from a given depth is proportional to the fluence that a beam entering along the normal would produce there. Measure depth as $\tau=z/\lambda_{\rm t}$. The unscattered beam contributes $e^{-\tau}$. Electrons scattered at depth $t$ start afresh with direction cosine $\mu$ spread evenly from $-1$ to $1$. Half of them head towards the plane at $\tau$. They arrive with weight $e^{-|\tau-t|/\mu}$, and their slanted paths add a factor $1/\mu$ to the fluence. Thus
\begin{equation}
\phi(\tau)=e^{-\tau}+\frac w2\int_0^\infty E_1(|\tau-t|)\,\phi(t)\,dt,
\quad
E_1(s)=\int_0^1 e^{-s/\mu}\frac{d\mu}{\mu}.
\end{equation}
I divided the depth into thin slabs and solved the resulting linear equations for a chosen $w=0.2$, using the continuous emitter. The top slab holds 40\% of the integrated fluence when its thickness is $\tau_d=0.552$. Therefore
\begin{equation}
\lambda_{\rm in}=\frac{d}{\tau_d(1-w)}
=\frac{0.224\ \text{nm}}{0.552\times0.8}=0.51\ \text{nm}.
\end{equation}
In this example the inelastic mean free path is 16\% longer than $L$. The choice of emitter now matters a little: discrete layers, with the top nuclei at the edge of the scattering region, give 0.49 nm.

The value $w=0.2$ stands for weak elastic scattering. Heavy atoms such as tungsten scatter slow electrons strongly, so $w$ may be larger, and in the isotropic model the gap grows with $w$. With the continuous emitter, the same equation gives 0.61 nm for $w=0.4$ and 0.68 nm for $w=0.5$. Discrete layers give 0.57 and 0.63 nm, so the choice of emitter matters more as $w$ grows. These values show the trend; they are not predictions for W(110), where the scattering is not isotropic. Real elastic scattering favours the forward direction, and a small deflection hardly changes the escape, so the isotropic model overstates the gap at a given $w$. For example, with $w=0.5$ and a Henyey--Greenstein angular law of mean cosine 0.5, the continuous and discrete values fall to 0.57 and 0.52 nm; with mean cosine 0.7 they fall to 0.51 and 0.48 nm, close to the isotropic result for $w=0.2$. Do not add this to the diffraction correction as if the two were independent: diffraction is the interference part of the same elastic scattering.

\subsection*{How a real W(110) surface departs from the model}

For electrons of some tens of eV up to about 100 eV, attenuation lengths in metals are roughly half a nanometre, so 0.44 nm is plausible if your electrons lie in that range; the exercise does not state their energy. The real surface departs from the model in several smaller ways. The following estimates change one assumption at a time, with $f=0.40$ and $d=0.224$ nm held fixed. Their inputs are rough or chosen, and percentages are relative to $L=0.4385$ nm.

\begin{itemize}
\item If the first gap is contracted to $d_1=0.97d$, the bulk signal is attenuated less and $S/B=(1-x)e^{d_1/L}$. Solving numerically gives 0.433 nm, a change of $-1.2\%$.
\item If the light decays over a vertical depth $P=20$ nm, each layer loses an extra factor $e^{-d/P}$. The fitted rate $1/L$ is then the electron rate plus $1/P$. Removing $1/P$ gives 0.448 nm, or $+2.2\%$. Grazing light has a smaller vertical depth and needs a larger correction.
\item If adsorbates cover a share $c=0.05$ of the top atoms and move their line into the bulk peak, $f=(1-c)(1-x)$. This gives 0.410 nm, or $-6.5\%$, without counting attenuation in the adsorbate.
\item If the detector accepts a cone of half-angle $8^\circ$ inside the solid, integrating both areas over the cone gives 0.441 nm, or $+0.5\%$.
\end{itemize}

With these chosen inputs, adsorbates give the largest of the four changes, though a smaller one than the assumed 20\% diffraction change. Other inputs could alter that order. A wrong assignment of the peaks would be worse than any of them. If the shifted peak contained the top two layers, then $f=(1-x)(1+x)=1-x^2$. The same fraction would require $e^{-2d/L}=0.60$ and double the length to 0.88 nm. The peak areas must also be separated from the inelastic background and from each other's tails; the error of 0.02 considered above shows how such a fitting error would carry through.

Errors in $L$ carry over if you use the length to measure a film. A film of thickness $t$ that reduces a substrate line from $I_{\rm s}$ to $I$ at normal emission has
\begin{equation}
t=L_{\rm film}\ln\frac{I_{\rm s}}{I}
\end{equation}
in the same straight-line model. For a fixed measured ratio, a 16\% error in $L_{\rm film}$ is a 16\% error in $t$. The length must belong to the film material and to the kinetic energy of the line being measured. In that model, your 0.44 nm would suit a tungsten film at the energy of this experiment. With elastic scattering, however, the signal no longer falls as a single exponential, and a length found from the top layer's share can be too long for a thicker film. In the isotropic estimate with discrete layers and $w=0.5$, four tungsten layers on a substrate that scatters in the same way have an effective length of only 0.38 nm. Nor is 0.44 nm a general constant for other films or lines.
